# Choosing the Gaussian Damping Width in Time-Domain Thermoreflectance Sums: a program that tests the result

```python
"""
Result under test: in time-domain thermoreflectance the harmonic sum
    Z(t) = sum_m H(omega0 + m*omega_s) exp(i*m*omega_s*t)
may be damped by exp(-(m*omega_s*tau)^2/2). This smooths Z over delay with a
Gaussian of standard deviation tau, with leading bias tau^2 Z''/2. Halving tau
at the shortest delay therefore gives an error test that selects tau.
H: probe-averaged surface temperature per absorbed power (K/W);
h: its impulse response; omega0: modulation; omega_s: pulse repetition;
t: probe delay; T: pulse period. V_in = Re Z and V_out = Im Z.
The reference sums pulses inside an inverse Laplace integral, not harmonics.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0

# Round model parameters, SI units
film_kappa, film_heat, film_thickness = 150.0, 2.4e6, 80e-9
sub_kappa, sub_heat, conductance = 50.0, 2.0e6, 1.0e8
beam_radius = 6e-6
repetition, modulation = 80e6, 10e6
t_min, t_max, tolerance = 50e-12, 3.6e-9, 1e-3
cutoff = 6.0
film_diff = film_kappa / film_heat
sub_diff = sub_kappa / sub_heat
period = 1 / repetition
omega_s, omega0 = 2*np.pi*repetition, 2*np.pi*modulation


def impedance(s, k):
    """Surface temperature per surface flux at Laplace rate s, wave number k."""
    q_sub = np.sqrt(s/sub_diff + k*k)
    q_film = np.sqrt(s/film_diff + k*k)
    below = 1/conductance + 1/(sub_kappa*q_sub)
    decay = np.exp(-2*q_film*film_thickness)
    tanh = (1 - decay)/(1 + decay)
    return (below + tanh/(film_kappa*q_film)) / (
        1 + below*film_kappa*q_film*tanh)


lag_u, lag_weight = np.polynomial.laguerre.laggauss(24)


def response(omega):
    s = 1j*np.asarray(omega, dtype=float)
    total = np.zeros(s.shape, dtype=complex)
    for u, weight in zip(lag_u, lag_weight):
        total += weight*impedance(s, 2*np.sqrt(u)/beam_radius)
    return total/(np.pi*beam_radius**2)


# Reference: two rays in the left half of the Laplace plane
step = 0.1
log_rate = np.arange(0, np.log(3e14), step)
s_up = np.exp(log_rate + 0.75j*np.pi)
leg_x, leg_w = np.polynomial.legendre.leggauss(200)
k_nodes = 6*(leg_x + 1)/beam_radius
k_weights = 6*leg_w/beam_radius
beam_weight = k_nodes*np.exp(-(k_nodes*beam_radius)**2/4)/(2*np.pi)
H_up = impedance(s_up[:, None], k_nodes[None, :]) @ (k_weights*beam_weight)


def reference(times, order=0):
    """Pulse-train signal or its derivative with respect to delay."""
    times = np.atleast_1d(times)
    total = np.zeros(times.size, dtype=complex)
    for s, H, sign in ((s_up, H_up, 1), (s_up.conj(), H_up.conj(), -1)):
        z = s - 1j*omega0
        weights = H*s*step*z**order/(1 - np.exp(z*period))
        total += sign*(np.exp(np.outer(times, z)) @ weights)
    return period*total/(2j*np.pi)


def impulse(times, order=0):
    weights = H_up*s_up*step*s_up**order
    return np.imag(np.exp(np.outer(times, s_up)) @ weights)/np.pi


# Beam transform from its radial definition
k_test = 3e5
beam_integral = quad(lambda r: 4*r/beam_radius**2
                     * np.exp(-2*r*r/beam_radius**2)*j0(k_test*r),
                     0, 5*beam_radius, epsabs=1e-12)[0]
assert abs(beam_integral - np.exp(-(k_test*beam_radius)**2/8)) < 1e-8

# Layer impedance from a finite-volume heat balance
n_film = 200
dz_film = np.full(n_film, film_thickness/n_film)
dz_sub = dz_film[0]*1.02**np.arange(330)
dz = np.r_[dz_film, dz_sub]
kap = np.r_[np.full(n_film, film_kappa), np.full(dz_sub.size, sub_kappa)]
heat = np.r_[np.full(n_film, film_heat), np.full(dz_sub.size, sub_heat)]
resistance = dz[:-1]/(2*kap[:-1]) + dz[1:]/(2*kap[1:])
resistance[n_film-1] += 1/conductance
link = 1/resistance
s_test = 2j*np.pi*90e6
diagonal = (s_test*heat + kap*k_test**2)*dz
diagonal[:-1] += link
diagonal[1:] += link
matrix = np.diag(diagonal) - np.diag(link, 1) - np.diag(link, -1)
source = np.zeros(dz.size, dtype=complex)
source[0] = 1
surface = np.linalg.solve(matrix, source)[0] + dz[0]/(2*kap[0])
fv_error = abs(surface/impedance(s_test, k_test) - 1)
assert fv_error < 1e-3

# Explicit pulse sum against the contour reference
Z_exact = reference(t_min)[0]
pulse_times = t_min + period*np.arange(4000)
Z_pulses = period*np.sum(impulse(pulse_times)*np.exp(-1j*omega0*pulse_times))
pulse_error = abs(Z_pulses/Z_exact - 1)
assert pulse_error < 1e-4

# Harmonic table, reused for every damping width
M_table = 40000
m = np.arange(-M_table, M_table + 1)
H_table = response(omega0 + m*omega_s)


def harmonic_limit(tau):
    count = int(np.ceil(cutoff/(omega_s*tau)))
    assert count < M_table
    return count


def damped(times, tau):
    M = harmonic_limit(tau)
    part = slice(M_table - M, M_table + M + 1)
    weights = H_table[part]*np.exp(-(m[part]*omega_s*tau)**2/2)
    phase = np.exp(1j*omega_s*np.outer(np.atleast_1d(times), m[part]))
    return phase @ weights


# Smoothing identity: harmonic damping against convolution over delay
tau_test = t_min/8
gx, gw = np.polynomial.legendre.leggauss(80)
offset = 7*gx
gaussian = 7*gw*np.exp(-offset**2/2)/np.sqrt(2*np.pi)
smoothed = gaussian @ reference(t_min + tau_test*offset)
identity_error = abs(damped(t_min, tau_test)[0]/smoothed - 1)
assert identity_error < 1e-5

# Leading bias from the second derivative of the reference
curvature = reference(t_min, 2)[0]
tau_test = t_min/32
bias = damped(t_min, tau_test)[0] - Z_exact
bias_ratio = bias.real/(tau_test**2*curvature.real/2)
assert abs(bias_ratio - 1) < 0.03

# Inverse-square-root response: numerical smoothing against its expansion
x = 0.1
root_mean = quad(lambda z: np.exp(-z*z/2)/np.sqrt(2*np.pi*(1 + x*z)),
                 -8, 8, epsabs=1e-12)[0]
assert abs(root_mean - 1 - 3*x**2/8 - 105*x**4/128) < 1e-5

# Monotonic relative curvature and response magnitude
time_grid = np.geomspace(10e-12, 10e-9, 60)
relative_curvature = impulse(time_grid, 2)/impulse(time_grid)
assert np.all(relative_curvature > 0)
assert np.all(np.diff(relative_curvature) < 0)
assert np.all(np.diff(abs(response(np.geomspace(1e6, 1e14, 100)))) < 0)

# Width search: uses only harmonic sums, never the reference
history = []
previous = damped(t_min, t_min/4)[0]
previous_difference = None
accepted = False
for level in range(1, 6):
    tau = t_min/4/2**level
    current = damped(t_min, tau)[0]
    difference = previous - current
    est_in = abs(difference.real/current.real)/3
    est_out = abs(difference.imag/current.imag)/3
    shrink = (np.nan if previous_difference is None
              else previous_difference.real/difference.real)
    history.append((tau, harmonic_limit(tau), est_in, est_out, shrink, current))
    if max(est_in, est_out) <= tolerance and 3 <= shrink <= 6:
        accepted = True
        break
    previous, previous_difference = current, difference
assert accepted
M = harmonic_limit(tau)
true_in = abs(current.real/Z_exact.real - 1)
true_out = abs(current.imag/Z_exact.imag - 1)
assert max(true_in, true_out) < tolerance
assert true_in < 1.02*est_in and est_in < 1.3*true_in
extrapolated = (4*current - previous)/3
extra_in = abs(extrapolated.real/Z_exact.real - 1)
assert extra_in < true_in/2

# Bound on omitted damped harmonics
a = omega_s*tau
edge = M*a
tail_bound = 2*abs(response(M*omega_s))*np.exp(-edge**2/2)/(a*edge)
outside = abs(m) > M
tail_actual = np.sum(abs(H_table[outside])*np.exp(-(m[outside]*a)**2/2))
assert tail_actual <= tail_bound
assert tail_bound < 0.01*tolerance*min(abs(Z_exact.real), abs(Z_exact.imag))

# Accuracy over the whole delay range
delays = np.geomspace(t_min, t_max, 25)
Z_ref, Z_damp = reference(delays), damped(delays, tau)
errors_in = abs(Z_damp.real/Z_ref.real - 1)
errors_out = abs(Z_damp.imag/Z_ref.imag - 1)
assert max(errors_in.max(), errors_out.max()) < tolerance
assert np.argmax(errors_in) == 0

# Undamped truncation error and its endpoint formula
theta = omega_s*t_min
raw_full = np.sum(H_table*np.exp(1j*m*theta))
n = M_table + 1
tail = (response(omega0 + n*omega_s)*np.exp(1j*n*theta)/(1-np.exp(1j*theta))
        + response(omega0 - n*omega_s)*np.exp(-1j*n*theta)
        / (1-np.exp(-1j*theta)))
envelope_full = abs(response(M_table*omega_s))/np.sin(theta/2)
assert abs(raw_full + tail - Z_exact) < 0.01*envelope_full
inside = abs(m) <= M
raw_same = np.sum(H_table[inside]*np.exp(1j*m[inside]*theta))
raw_error = abs(raw_same.real/Z_exact.real - 1)


def raw_envelope(count):
    return abs(response(count*omega_s))/np.sin(theta/2)/abs(Z_exact.real)


log_needed = brentq(lambda v: np.log(raw_envelope(10**v)/tolerance), 2, 10)
M_needed = 10**log_needed
slope = np.log(raw_envelope(1e6)/raw_envelope(1e5))/np.log(10)
assert abs(slope + 0.5) < 0.01

ratio_ref = -Z_exact.real/Z_exact.imag
ratio_damped = -current.real/current.imag
print(f"film conductivity {film_kappa:.0f} W/(m K)")
print(f"film heat capacity {film_heat:.2e} J/(m^3 K)")
print(f"film thickness {film_thickness*1e9:.0f} nm")
print(f"substrate conductivity {sub_kappa:.0f} W/(m K)")
print(f"substrate heat capacity {sub_heat:.2e} J/(m^3 K)")
print(f"interface conductance {conductance:.2e} W/(m^2 K)")
print(f"both beam 1/e^2 radii {beam_radius*1e6:.1f} um")
print(f"repetition frequency {repetition/1e6:.0f} MHz")
print(f"modulation frequency {modulation/1e6:.0f} MHz")
print(f"pulse period {period*1e9:.2f} ns")
print(f"shortest delay {t_min*1e12:.1f} ps")
print(f"longest delay {t_max*1e9:.2f} ns")
print(f"relative tolerance {tolerance:.1e}")
print(f"Gaussian cutoff M omega_s tau {cutoff:.1f}")
print(f"film diffusion time d^2/D {film_thickness**2/film_diff*1e12:.1f} ps")
print(f"finite-volume relative difference {fv_error:.2e}")
print(f"explicit pulse-sum relative difference {pulse_error:.2e}")
print(f"smoothing-identity relative difference {identity_error:.2e}")
print(f"bias / leading formula at tau=t_min/32 {bias_ratio:.5f}")
bias_coefficient = t_min**2*curvature.real/(2*Z_exact.real)
print(f"V_in bias coefficient of (tau/t)^2 {bias_coefficient:.4f}")
print(f"inverse-root first-guess width {t_min*np.sqrt(8*tolerance/3)*1e12:.3f} ps")
print(f"starting width {t_min/4*1e12:.4f} ps")
for row_tau, row_M, row_in, row_out, row_shrink, row_Z in history:
    row_true = abs(row_Z.real/Z_exact.real - 1)
    print(f"tau {row_tau*1e12:.4f} ps, M {row_M}, V_in {row_Z.real:.5f} K/W")
    print(f"  estimates: V_in {row_in:.3e}, V_out {row_out:.3e}")
    shrink_text = "not available" if np.isnan(row_shrink) else f"{row_shrink:.3f}"
    print(f"  true V_in error {row_true:.3e}, shrink factor {shrink_text}")
print(f"accepted width {tau*1e12:.4f} ps")
print(f"accepted harmonic count 2M+1 {2*M+1}")
print(f"reference V_in {Z_exact.real:.5f} K/W")
print(f"reference V_out {Z_exact.imag:.5f} K/W")
print(f"damped V_out {current.imag:.5f} K/W")
print(f"true V_out relative error {true_out:.3e}")
print(f"reference ratio -V_in/V_out {ratio_ref:.6f}")
print(f"damped ratio -V_in/V_out {ratio_damped:.6f}")
print(f"ratio relative error {abs(ratio_damped/ratio_ref-1):.3e}")
print(f"extrapolated V_in relative error {extra_in:.3e}")
print(f"omitted-tail bound / |V_in| {tail_bound/abs(Z_exact.real):.3e}")
print(f"largest V_in relative error over delays {errors_in.max():.3e}")
print(f"largest V_out relative error over delays {errors_out.max():.3e}")
print(f"V_in relative error at longest delay {errors_in[-1]:.3e}")
print(f"undamped V_in relative error at same M {raw_error:.3e}")
print(f"undamped relative error envelope at same M {raw_envelope(M):.3e}")
print(f"undamped M for envelope at tolerance {M_needed:.3e}")
print(f"undamped M / accepted M {M_needed/M:.1f}")
print("success")
```

Output:

```
film conductivity 150 W/(m K)
film heat capacity 2.40e+06 J/(m^3 K)
film thickness 80 nm
substrate conductivity 50 W/(m K)
substrate heat capacity 2.00e+06 J/(m^3 K)
interface conductance 1.00e+08 W/(m^2 K)
both beam 1/e^2 radii 6.0 um
repetition frequency 80 MHz
modulation frequency 10 MHz
pulse period 12.50 ns
shortest delay 50.0 ps
longest delay 3.60 ns
relative tolerance 1.0e-03
Gaussian cutoff M omega_s tau 6.0
film diffusion time d^2/D 102.4 ps
finite-volume relative difference 4.18e-06
explicit pulse-sum relative difference 1.38e-05
smoothing-identity relative difference 5.96e-09
bias / leading formula at tau=t_min/32 1.00580
V_in bias coefficient of (tau/t)^2 0.1790
inverse-root first-guess width 2.582 ps
starting width 12.5000 ps
tau 6.2500 ps, M 1910, V_in 587.07923 K/W
  estimates: V_in 4.537e-03, V_out 3.242e-05
  true V_in error 3.071e-03, shrink factor not available
tau 3.1250 ps, M 3820, V_in 585.70070 K/W
  estimates: V_in 7.845e-04, V_out 7.754e-06
  true V_in error 7.154e-04, shrink factor 5.797
accepted width 3.1250 ps
accepted harmonic count 2M+1 7641
reference V_in 585.28196 K/W
reference V_out -78.68344 K/W
damped V_out -78.68403 K/W
true V_out relative error 7.556e-06
reference ratio -V_in/V_out 7.438439
damped ratio -V_in/V_out 7.443705
ratio relative error 7.079e-04
extrapolated V_in relative error 6.967e-05
omitted-tail bound / |V_in| 1.852e-09
largest V_in relative error over delays 7.154e-04
largest V_out relative error over delays 7.556e-06
V_in relative error at longest delay 5.111e-07
undamped V_in relative error at same M 3.800e-02
undamped relative error envelope at same M 4.573e-02
undamped M for envelope at tolerance 7.987e+06
undamped M / accepted M 2090.9
success
```
